# Why the lowest lattice energy need not pick the observed precursor polymorph

**Q:** I have computed two polymorphs of a volatile metal-organic precursor. Form A lies 21 meV per molecule below form B in static lattice energy. So the powder in the bottle must be A, and if diffraction shows B, the calculation is wrong.

**A:** Neither conclusion follows. The static energy belongs to molecules held at rest. Which form is stable at temperature $T$ depends on free energy, and which form appears depends also on the rate at which each nucleates. Let $\Delta$ mean B minus A, per molecule. At fixed volume, and neglecting the pressure term for now,

$$\Delta G(T)=\Delta E+\Delta F_{\rm vib}(T),\qquad \Delta E=E_B-E_A>0 .$$

B is the stable form wherever $\Delta G<0$.

**Q:** Both crystals contain the same molecule. Why shouldn't the vibrational terms cancel?

**A:** The packing sets the force constants. For one harmonic mode of frequency $\nu$, put $x=h\nu/kT$. The levels $(n+\tfrac12)h\nu$ form a geometric series, $Z=e^{-x/2}/(1-e^{-x})$, so

$$F=-kT\ln Z=\frac{h\nu}{2}+kT\ln(1-e^{-x})=kT\ln\!\left(2\sinh\frac{x}{2}\right).$$

Differentiating with respect to temperature gives the entropy, and differentiating that with respect to $x$ gives its trend:

$$s=k\left[\frac{x}{e^x-1}-\ln(1-e^{-x})\right],\qquad \frac{ds}{dx}=-\frac{k\,x\,e^x}{(e^x-1)^2}<0 .$$

A softer mode has more entropy. Suppose that, with both spectra sorted, every frequency of B lies below its partner in A. Then $\Delta S>0$, and $d\Delta G/dT=-\Delta S<0$: heating favours B steadily.

**Q:** Then B must win eventually?

**A:** In this harmonic model, yes, unless the crystal melts or decomposes first. For small $x$, $\sinh(x/2)\approx(x/2)(1+x^2/24)$, hence $F\approx kT(\ln x+x^2/24)$. Subtracting the two crystals gives

$$\Delta G\approx\Delta E-kT\Lambda+\frac{h^2}{24kT}\sum(\nu_B^2-\nu_A^2),\qquad \Lambda=\sum\ln\frac{\nu_A}{\nu_B}.$$

The zero-point energy is already contained in this expansion and must not be added again. If $\Lambda>0$, the leading terms cross at

$$T^*\approx\frac{\Delta E}{k\Lambda}.$$

With ordered frequencies there is one crossing if $\Delta E$ plus the zero-point difference is positive. If that sum is negative, B is stable from 0 K upward.

The molecular masses and moments of inertia drop out of $\Lambda$. The product of the squared frequencies is proportional to $\det K/\det M$, where $K$ is the force-constant matrix and $M$ the common mass matrix, so $\Lambda=\tfrac12\ln(\det K_A/\det K_B)$. The zero-point difference has no such cancellation.

**Q:** What if some modes of B are softer and others stiffer?

**A:** Then the argument for a single crossing fails. Take three modes at 1, 4 and 4 THz in A, and at 0.6, 5.5 and 5.5 THz in B, with $\Delta G(0)=1.14$ meV. B is stable only between about 44 and 325 K. Its soft mode gains entropy first; at high temperature its stiff modes outweigh that gain, since here $\Lambda=-\ln0.6-2\ln1.375=-0.13$.

In this constructed pair the zero-point difference is about $+5.4$ meV, so $\Delta E$ is about $-4.2$ meV. B therefore has the lower static energy, the reverse of your case, and still loses at both ends of the temperature range.

**Q:** Put numbers to my 21 meV.

**A:** I need a model. Give each crystal three translational modes per molecule with a Debye spectrum, and three librations. The Debye frequencies are 1.60 THz in A and 1.48 THz in B. The librations are 1.20, 1.50, 1.80 THz in A and 1.05, 1.30, 1.55 THz in B. Scaling a Debye spectrum scales all its frequencies equally, so

$$\Lambda=3\ln\frac{1.60}{1.48}+\ln\frac{1.20}{1.05}+\ln\frac{1.50}{1.30}+\ln\frac{1.80}{1.55}=0.660 .$$

At 300 K, $kT=25.85$ meV and the quantum correction is $-0.07$ meV. Thus

$$\Delta G=21-25.85(0.660)-0.07=3.87\ \text{meV}.$$

A is still stable, but most of its static advantage has gone. The full quantum sum crosses zero at 368 K, against 369 K from the classical estimate. At 400 K, $\Delta G=-1.80$ meV and B is stable.

**Q:** So I can trust 368 K as the transition temperature?

**A:** Only as the answer to this model. Keeping $\Delta G(T^*)=0$ while $\Delta E$ changes requires $d\Delta E-\Delta S\,dT^*=0$, so $dT^*/d\Delta E=1/\Delta S=17.6$ K/meV. An error of 1 meV in the static gap moves the crossing by about 18 K. An error of 1 kJ/mol, about 10 meV and not unusual in computed polymorph energy differences, moves it by about 180 K and is larger than $\Delta G$ at 300 K.

**Q:** Very well, but I crystallize at 300 K, where you agree that A is stable. Surely I get A?

**A:** Stability tells you where the system would end if it could reach equilibrium. First a nucleus must form. In a dilute ideal solution the solute has chemical potential $\mu_0+kT\ln c$. At saturation this equals the free energy of the crystal, so

$$\frac{c_B}{c_A}=e^{\Delta G/kT}=e^{3.87/25.85}=1.16 .$$

Let $S=c/c_A$ be the supersaturation relative to A. The driving forces are

$$\Delta\mu_A=kT\ln S,\qquad \Delta\mu_B=\Delta\mu_A-\Delta G .$$

Between $S=1$ and $S=1.16$ A can grow, while B cannot. Above $S=1.16$ both can.

**Q:** But A always has the larger driving force.

**A:** At 300 K it does. The surface cost can outweigh that. A spherical nucleus of radius $R$, molecular volume $v$ and interface energy $\gamma$ costs

$$W(R)=4\pi R^2\gamma-\frac{4\pi R^3}{3v}\Delta\mu .$$

Setting $dW/dR=8\pi R\gamma-4\pi R^2\Delta\mu/v=0$ gives $R^*=2\gamma v/\Delta\mu$. At that radius the volume term is two thirds of the surface term, leaving

$$W=\frac{4\pi}{3}\gamma R^{*2}=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2}.$$

Now require $W_B<W_A$, with both driving forces positive. Taking square roots and collecting the material constants in $r$,

$$r\,\Delta\mu_A<\Delta\mu_A-\Delta G,\qquad r=\left(\frac{\gamma_B}{\gamma_A}\right)^{3/2}\frac{v_B}{v_A}.$$

For $\Delta G>0$ and $r<1$ this becomes

$$\Delta\mu_A>\frac{\Delta G}{1-r}.$$

If $r\ge1$, B never has the lower barrier while A is stable. The appearance of the metastable form first is therefore conditional, not a law.

**Q:** Does my solution meet the condition?

**A:** Choose $\gamma_A=13$ and $\gamma_B=11$ mJ/m², with volumes 0.42 and 0.43 nm³. Then $r=0.7969$, and the threshold is $3.87/0.2031=19.05$ meV, or $S=e^{19.05/25.85}=2.09$.

- At $S=2$, the barriers are 190.2 $kT$ for A and 196.5 $kT$ for B. A has the lower one, but neither form nucleates homogeneously in any practical time.
- At $S=3$, they are 75.7 $kT$ for A and 64.4 $kT$ for B.
- At $S=4$, they are 47.6 $kT$ and 37.9 $kT$.

The preference does not keep growing with $S$. The barrier difference is zero at the threshold and tends to zero again at very large driving force, where both barriers vanish. If $\gamma_B$ is raised to 13 mJ/m² with all else fixed, $W_B$ at $S=3$ becomes 106 $kT$ and A wins. The cheaper interface is what reverses the order here.

**Q:** A barrier is not a waiting time.

**A:** For that, follow clusters of $n$ molecules. Let $f_n$ be the attachment rate, $c_n=c\,e^{-W_n/kT}$ the equilibrium population, and $\rho_n$ the actual population divided by $c_n$. Detailed balance makes the steady flux $J=f_nc_n(\rho_n-\rho_{n+1})$. Divide by $f_nc_n$ and sum, with $\rho=1$ at the start and $\rho=0$ far beyond the barrier:

$$J=\frac{c}{\sum_n e^{W_n/kT}/f_n}\approx c\,f(n^*)\,Z\,e^{-W/kT}.$$

The last form replaces the top of the barrier by a parabola, so $Z=\sqrt{|W''|/2\pi kT}$. With $W_n=-n\Delta\mu+an^{2/3}$, the maximum has $\Delta\mu=\tfrac23an^{*-1/3}$. Hence $W=n^*\Delta\mu/2$ and $|W''|=\tfrac29an^{*-4/3}=2W/(3n^{*2})$, which gives $Z=\sqrt{W/3\pi kT}/n^*$.

Let diffusion control attachment, $f=4\pi DcR$, with $D=10^{-9}$ m²/s and a solubility of A of 0.066 mol/L. At $S=3$ the prefactors are $8.9\times10^{33}$ and $8.4\times10^{33}$ m⁻³s⁻¹ for A and B. In 1 mL the mean wait, $1/(JV)$, is about $8.5\times10^4$ s for A, roughly a day, and about 1 s for B. For independent random events the chance that A comes first is

$$\frac{J_A}{J_A+J_B}\approx1.4\times10^{-5}.$$

**Q:** Then A appears a day later and consumes B.

**A:** Not if the growth of B lowers $S$ well within that day. A small fall is enough: since $W_A\propto(\ln S)^{-2}$, a 2% drop from $S=3$ adds about $2(75.7)(0.02)/\ln 3\approx2.8\,kT$ and cuts $J_A$ more than tenfold. I have not calculated the growth time of B. Once the solution reaches B's solubility, A is driven only by $\Delta G$. Its barrier becomes

$$75.7\left(\frac{28.40}{3.87}\right)^2kT\approx4100\,kT,$$

where 28.40 meV was its driving force at $S=3$. One nucleus per year in 1 mL would need a barrier near 82 $kT$, using the earlier prefactor. If no A nucleus has formed before the solution reaches B's solubility, B can therefore persist although A is more stable.

A can still appear through seeds, on a foreign surface, or by nucleation inside B. To give one nucleus per year with the same prefactor, a surface would have to cut A's barrier to about 2% of its homogeneous value. By the same criterion, and without strain energy, nucleation inside B would need an internal interface energy of about 3.5 mJ/m² or less.

**Q:** How close is all this to a real precursor?

**A:** The molecular size and the 400 K sublimator temperature are roughly those of a metal β-diketonate such as aluminium acetylacetonate. The frequencies, interface energies, solubility and energy gap are round choices, not data for its polymorphs. The 15% gap between the interface energies is a generous one. Mersmann's correlation, $\gamma\propto kT\,v^{-2/3}\ln(1/vc_{\rm sat})$, applied to these solubilities and volumes gives $\gamma_B/\gamma_A\approx0.94$, which would move the threshold from $S=2.09$ to about 11. Real solutions contain walls and dust, which break the assumption of homogeneous nucleation. A surface that lowers A's barrier alone by 15%, or 11 $kT$, equalizes the two barriers at $S=3$; the rates then depend also on how many surface sites there are. The waiting times are therefore not forecasts for a real vessel.

**Q:** Which other omissions matter?

**A:** Some shift $\Delta G$, the internal modes by an amount comparable with $\Delta G$ itself; others alter the barriers or rates:

- **Thermal expansion.** With the same Grüneisen parameter of 3 in both forms, bulk moduli of 6.0 GPa for A and 5.4 GPa for B, and an elastic energy quadratic in the volume change, expansion lowers the crossing from 368 to 355 K. The direction depends on that equality: with 2.7 in B and 3 in A the crossing rises to about 393 K.
- **Internal modes.** Ten modes at 3 THz, made 1% stiffer in B, add 2.6 meV at 300 K and raise the crossing from 368 to about 435 K. A would then be stable in the 400 K sublimator.
- **Interface energy.** Raising $\gamma_B$ from 11 to 11.6 mJ/m² equalizes the barriers at $S=3$. A first-order curvature correction, $\gamma(1-2\delta/R)$ with a Tolman length $\delta=-0.05$ nm in B alone, raises $W_B$ from 64.4 to 72.6 $kT$.
- **Cluster reference.** Measuring cluster energies from the dissolved monomer reduces $J_B/J_A$ from $7\times10^4$ to $3\times10^4$. It changes the waits themselves far more: at $S=3$ they fall to about 50 s for A and 2 ms for B. The order of appearance survives this choice; the day-long wait does not. B then has about a minute, not a day, in which to lower $S$, and A may nucleate before it does.

The pressure term at 1 bar is only 0.006 meV.

**Q:** So what should I do if I want A at 300 K?

**A:** Within this model, seed with A and keep $S$ between 1 and 1.16. Seeds of A larger than $R^*=2\gamma v/\Delta\mu$ (18 nm at $S=1.16$, more as $S$ approaches 1) then grow, while any B dissolves. In practice, measure both solubilities first, because that window depends on the very $\Delta G$ that is hard to calculate. And if diffraction shows B, ask how the crystal was made and at what temperature before rejecting the lattice energies. Most of the values quoted here are in the numerical output.

## Computed values

```
static gap dE: 21.0 meV = 2.03 kJ/mol
A: Debye 1.60 THz; librations 1.20, 1.50, 1.80 THz
A: volume 0.42 nm^3; gamma 13.0 mJ/m^2; bulk modulus 6.0 GPa
B: Debye 1.48 THz; librations 1.05, 1.30, 1.55 THz
B: volume 0.43 nm^3; gamma 11.0 mJ/m^2; bulk modulus 5.4 GPa
log frequency ratio L: 0.6600
zero-point difference: -1.799 meV; dG(0 K): 19.201 meV
crossing T*: classical 369.2 K, quantum 368.3 K
quantum correction at 300 K: -0.066 meV
300 K: kT 25.85 meV; dF_vib -17.13 meV; dG 3.87 meV
400 K: kT 34.47 meV; dF_vib -22.80 meV; dG -1.80 meV
entropy difference at T*: 0.6584 k; dT*/dE: 17.6 K/meV
two-crossing test pair, A: [1. 4. 4.] THz; B: [0.6 5.5 5.5] THz
its dG(0 K): 1.141 meV; crossings: 44, 326 K
solubility ratio B/A at 300 K: 1.161
solubility of A: 0.066 mol/L; diffusion 1.0e-09 m^2/s; sample 1 mL
r: 0.7969; threshold drive 19.05 meV; threshold S 2.090
S=1.5: W_A 555.8 kT; W_B 887.2 kT; J_B/J_A 0.00e+00
S=2.0: W_A 190.2 kT; W_B 196.5 kT; J_B/J_A 1.57e-03
S=3.0: W_A 75.7 kT; W_B 64.4 kT; J_B/J_A 7.34e+04
S=4.0: W_A 47.6 kT; W_B 37.9 kT; J_B/J_A 1.43e+04
A at S=3: drive 28.40 meV; n* 138; R* 2.40 nm; Z 0.0206
A at S=3: prefactor 8.93e+33 /m^3/s; J 1.17e+01 /m^3/s; mean wait 8.54e+04 s
B at S=3: drive 24.53 meV; n* 136; R* 2.41 nm; Z 0.0193
B at S=3: prefactor 8.38e+33 /m^3/s; J 8.59e+05 /m^3/s; mean wait 1.16 s
probability that first nucleus is A at S=3: 1.36e-05
W_B at S=3 if gamma_B=gamma_A: 106.4 kT
gamma_B giving equal barriers at S=3: 11.61 mJ/m^2
random-walk test at S=20: probability of B first 0.9549
barrier to A after B has equilibrated: 4077 kT
barrier for one A nucleus per year in sample: 81.6 kT
barrier reduction factor needed: 0.0200; equivalent interface energy 3.53 mJ/m^2
expansion gain at 300 K (Grueneisen 3): A 6.74, B 7.29 meV
T* with thermal expansion: 354.9 K
ten 3 THz internal modes 1% stiffer in B: 2.62 meV at 300 K; T* becomes 434.5 K
pV difference at 1 bar: 0.0062 meV
W_B at S=3 with Tolman length -0.05 nm in B only: 72.6 kT
J_B/J_A at S=3 with monomer-referenced clusters: 2.58e+04
```
